# Quantum defects of nonpenetrating Rydberg states from core polarisation, part 1

(Sections cited here and not found follow in the second part.)

## Quantum defects from core polarisation

### A circular state outside a polarisable core

Take an electron in a circular Rydberg state, $l=n-1$, outside a singly charged spherical ion. Atomic units are used, the nucleus is infinitely heavy and relativity is ignored. At distance $r$ the electron produces a field of strength $\mathcal E=1/r^2$ at the ion. If the ion responds as it would to a static uniform field, it acquires a dipole $\alpha\mathcal E$, and the energy changes by $-\int_0^{\mathcal E}\alpha\mathcal E'\,d\mathcal E'=-\alpha\mathcal E^2/2$. The electron then moves in

$$V(r)=-\frac1r-\frac{\alpha}{2r^4}.\tag{1}$$

The quantum defect $\delta$ is defined by $E=-1/[2(n-\delta)^2]$. Expanding $(1-\delta/n)^{-2}=1+2\delta/n+3\delta^2/n^2+\dots$ gives the shift from the hydrogen level, $\Delta E=-\delta/n^3-3\delta^2/(2n^4)-\dots$, and inverting to second order,

$$\delta=\delta'-\frac{3\delta'^2}{2n}+\dots,\qquad \delta'\equiv-n^3\Delta E.\tag{2}$$

A lowering of the level is a positive defect. To first order in $\alpha$, $\delta=n^3\alpha\langle r^{-4}\rangle/2$. The radial function of the circular state is $u\propto r^ne^{-r/n}$, and $\int_0^\infty r^pe^{-2r/n}dr=p!\,(n/2)^{p+1}$, so

$$\langle r^{-4}\rangle=\frac{(2n-4)!}{(2n)!}\left(\frac2n\right)^4,\qquad \delta=\frac{8\alpha}{n\,(2n)(2n-1)(2n-2)(2n-3)}\;\xrightarrow{\,n\gg1\,}\;\frac{\alpha}{2n^5}.\tag{3}$$

The limit is the classical one: a circle of radius $n^2$ has $\Delta E=-\alpha/(2n^8)$, and multiplying by $-n^3$ gives $\alpha/(2n^5)$. The coefficient is $1/2$, not $3/4$. The form $3\alpha/(4l^5)$ belongs to a different regime, $n\gg l\gg1$, where the orbit is a long ellipse that dips to a perihelion at half the radius of the circle with the same angular momentum.

Equation (1) treats the field as uniform over the core and as static. The field gradient brings in the quadrupole polarisability and the motion of the electron brings in a nonadiabatic correction. Both enter as $r^{-6}$, with opposite signs.

### The effective interaction from second-order perturbation theory

Let the core have $N$ electrons at $\mathbf r_i$, nuclear charge $N+1$, a ground state $|g\rangle$ of zero orbital angular momentum and excitation energies $W_k>0$. Two assumptions are made. The outer electron is distinguishable from the core electrons (no exchange), and it stays outside them, $r>r_i$ (no penetration). Define $C_{Kq}=\sqrt{4\pi/(2K+1)}\,Y_{Kq}$, so that the addition theorem reads $P_K(\hat{\mathbf a}\cdot\hat{\mathbf b})=\sum_qC^*_{Kq}(\hat{\mathbf a})C_{Kq}(\hat{\mathbf b})$. The Legendre expansion of $1/|\mathbf r-\mathbf r_i|$ for $r>r_i$ gives

$$-\frac{N+1}{r}+\sum_i\frac1{|\mathbf r-\mathbf r_i|}=-\frac1r+\sum_{K\ge1}\sum_qQ^*_{Kq}\,F_{Kq}(\mathbf r),\tag{4}$$

with $Q_{Kq}=\sum_ir_i^KC_{Kq}(\hat{\mathbf r}_i)$ and $F_{Kq}=C_{Kq}(\hat{\mathbf r})/r^{K+1}$. The $K=0$ term, $N/r$, has been combined with the nuclear attraction. The unperturbed Hamiltonian is $H_{\rm core}+h$ with $h=-\tfrac12\nabla^2-1/r$, and the unperturbed state is $|g\rangle|\psi\rangle$ with $\psi=\psi_{nlm}$ and $E_n=-1/(2n^2)$. For $K=1$ the perturbation is $\mathbf D\cdot\mathbf F$ with $\mathbf D=\sum_i\mathbf r_i$ and $\mathbf F=\mathbf r/r^3$.

The first-order shift vanishes, because a tensor of rank $K\ge1$ has no expectation value in an S state. The degeneracy of the hydrogen level in $l$ causes no mixing: total orbital angular momentum is conserved and, with the core in an S state, equals $l$, so states $|g\rangle|nlm\rangle$ of different $l$ or $m$ are not coupled in any order. The problem has one channel.

In second order the core is excited. $Q^*_{Kq}=(-1)^qQ_{K,-q}$ acting on an S state reaches only core states of angular momentum $K$ and projection $-q$, and by the Wigner–Eckart theorem the modulus of the matrix element does not depend on $q$. Different $K$ and different $q$ therefore lead to different intermediate states and do not interfere. Let $k$ run over core levels of angular momentum $K$, let $Q_{K,k}=\langle k,M{=}0|Q_{K0}|g\rangle$, and let $j$ run over all eigenstates of $h$, continuum included. Then

$$\Delta E_K=-\sum_k|Q_{K,k}|^2\sum_j\frac{s_j}{W_k+\varepsilon_j},\qquad s_j=\sum_q|\langle j|F_{Kq}|\psi\rangle|^2,\qquad\varepsilon_j=E_j-E_n.\tag{5}$$

To evaluate (5) as it stands one needs the angular part of $s_j$ summed over the projection $m'$ of an intermediate $l'$. The operator $\sum_qC_{Kq}^\dagger\,\Pi_{l'}\,C_{Kq}$, with $\Pi_{l'}$ the projector on $l'$, is a rotational scalar, so this weight $a_K(l,l')$ is independent of $m$ and equals its average over $m$. Applying the addition theorem to the sums over $m$, $m'$ and $q$, with $x$ the cosine of the angle between the two integration directions and $\iint d\Omega\,d\Omega'=8\pi^2\int dx$,

$$a_K(l,l')=\frac{1}{2l+1}\,\frac{(2l+1)(2l'+1)}{16\pi^2}\,8\pi^2\!\int_{-1}^1\!P_lP_KP_{l'}\,dx=\frac{2l'+1}{2}\int_{-1}^1\!P_lP_KP_{l'}\,dx.\tag{6}$$

This is the coefficient of $P_{l'}$ in the product $P_KP_l$; setting $x=1$ shows that the weights add to one. For $K=1$ the recurrence $xP_l=[(l+1)P_{l+1}+lP_{l-1}]/(2l+1)$ gives $(l+1)/(2l+1)$ for $l'=l+1$ and $l/(2l+1)$ for $l'=l-1$.

The core constants are defined with $D_k=Q_{1,k}$, the matrix element of $\sum_iz_i$, and $Q_k=Q_{2,k}$, the matrix element of $\sum_ir_i^2P_2(\cos\theta_i)$:

$$\alpha=2\sum_k\frac{|D_k|^2}{W_k},\quad\beta=\sum_k\frac{|D_k|^2}{W_k^2},\quad\gamma=\sum_k\frac{|D_k|^2}{W_k^3},\quad\alpha_q=2\sum_k\frac{|Q_k|^2}{W_k},\quad\beta_q=\sum_k\frac{|Q_k|^2}{W_k^2}.\tag{7}$$

The value of $\alpha_q$ depends on the normalisation of the quadrupole operator; the one fixed here makes a perturbation $fQ_{20}$ shift the core energy by $-\alpha_qf^2/2$.

The core is fast and the outer electron slow when the $\varepsilon_j$ that carry weight are small against $W_k$. The exact identity

$$\frac1{W+\varepsilon}=\frac1W-\frac{\varepsilon}{W^2}+\frac{\varepsilon^2}{W^2(W+\varepsilon)},\tag{8}$$

verified by putting the right side over $W^2(W+\varepsilon)$, where the numerator is $(W-\varepsilon)(W+\varepsilon)+\varepsilon^2=W^2$, separates (5) into products of core constants and energy moments $\sum_j\varepsilon_j^ps_j$, plus a remainder.

For $p=0$, closure over $j$ and $\sum_q|C_{Kq}|^2=P_K(1)=1$ give

$$\sum_js_j=\Big\langle\sum_q|F_{Kq}|^2\Big\rangle=\langle r^{-2K-2}\rangle.\tag{9}$$

The first term of (8) thus contributes $-\alpha\langle r^{-4}\rangle/2$ for $K=1$, which is (1), and $-\alpha_q\langle r^{-6}\rangle/2$ for $K=2$. These are the adiabatic terms: the core follows the instantaneous position of the electron.

For $p=1$, replace the $F_{Kq}$ by real combinations $F_a$ (a unitary change that leaves $s_j$ unchanged). Closure gives $\sum_j\varepsilon_j|\langle j|F_a\psi\rangle|^2=\langle F_a\psi|(h-E_n)|F_a\psi\rangle$. Since $\nabla^2(F\psi)=F\nabla^2\psi+2\nabla F\cdot\nabla\psi+\psi\nabla^2F$ and $(h-E_n)\psi=0$,

$$(h-E_n)F_a\psi=-\nabla F_a\cdot\nabla\psi,\tag{10}$$

where $\nabla^2F_a=0$ for $r>0$ was used: $F_a$ is the potential of a point multipole. The expectation value is real, so $\psi^*\nabla\psi$ may be replaced by its real part $\tfrac12\nabla|\psi|^2$, and one integration by parts gives

$$-\frac12\int F_a\nabla F_a\cdot\nabla|\psi|^2\,d^3r=\frac12\int|\psi|^2\,\nabla\cdot(F_a\nabla F_a)\,d^3r=\frac12\langle|\nabla F_a|^2\rangle.\tag{11}$$

The surface term on a small sphere scales as $r^2\,r^{-K-1}r^{-K-2}r^{2l}$ and vanishes for $l\ge K+1$. The sum over $a$ follows from harmonicity again: $\nabla^2F_a^2=2|\nabla F_a|^2$, and $\sum_aF_a^2=r^{-2K-2}$ with $\nabla^2r^p=p(p+1)r^{p-2}$, so

$$\sum_j\varepsilon_js_j=\frac14\langle\nabla^2r^{-2K-2}\rangle=\frac{(K+1)(2K+1)}{2}\langle r^{-2K-4}\rangle.\tag{12}$$

The factor is $3$ for $K=1$ and $15/2$ for $K=2$. For the dipole it can be checked on the field tensor

$$\partial_jF_i=\frac{\delta_{ij}-3\hat r_i\hat r_j}{r^3},\tag{13}$$

whose squared elements add to $(3-6+9)/r^6=6/r^6$, half of which is $3/r^6$. The two minus signs, one in (5) and one in the second term of (8), make the contribution positive: $+3\beta\langle r^{-6}\rangle$ for the dipole and $+\tfrac{15}{2}\beta_q\langle r^{-8}\rangle$ for the quadrupole. Collecting terms through $r^{-6}$,

$$\Delta E=-\frac\alpha2\langle r^{-4}\rangle-\frac{\alpha_q-6\beta}{2}\langle r^{-6}\rangle,\qquad\delta'=\delta_4+\delta_6,\tag{14}$$

$$\delta_4=\frac{n^3\alpha}{2}\langle r^{-4}\rangle,\qquad\delta_6=\frac{n^3(\alpha_q-6\beta)}{2}\langle r^{-6}\rangle,\qquad l\ge2.\tag{15}$$

The $\beta$ term has a direct reading in the Born–Oppenheimer picture with the outer electron as the slow particle. At fixed $\mathbf r$ the core state is, to first order, $\chi=|g\rangle-\sum_{k,M}|kM\rangle\langle kM|\mathbf D|g\rangle\cdot\mathbf F(\mathbf r)/W_k$. The kinetic energy operator of the outer electron acts on this parametric dependence and yields the diagonal correction $\tfrac12\sum_j\langle\partial_j\chi|\partial_j\chi\rangle$. Isotropy of the core gives $\sum_M\langle g|D_i|kM\rangle\langle kM|D_{i'}|g\rangle=|D_k|^2\delta_{ii'}$, so the correction is $\tfrac12\beta\sum_{ij}(\partial_jF_i)^2=3\beta/r^6$. It is the kinetic energy cost of making the core state vary with the electron's position, and it is repulsive for every core.

### The moments $\langle r^{-4}\rangle$ and $\langle r^{-6}\rangle$

Write $L=l(l+1)$, $\lambda=l+\tfrac12$, so $L=\lambda^2-\tfrac14$, and $M_s=\langle r^s\rangle=\int_0^\infty r^su^2dr$. The radial equation is

$$u''=\left(\frac{L}{r^2}-\frac2r+\frac1{n^2}\right)u.\tag{16}$$

Let $A=\int r^su'^2dr$. All integrations by parts below have boundary terms that scale as $r^{2l+s+1}$ at the origin, because $u\propto r^{l+1}$, and these vanish for $s>-2l-1$. The basic rule is $\int r^puu'\,dr=\tfrac12\int r^p(u^2)'dr=-\tfrac p2M_{p-1}$.

Multiply (16) by $r^su$. The left side is $-A-s\int r^{s-1}uu'dr=-A+\tfrac12s(s-1)M_{s-2}$, so

$$A=\left[\tfrac12s(s-1)-L\right]M_{s-2}+2M_{s-1}-\frac{M_s}{n^2}.\tag{17}$$

Multiply (16) by $r^{s+1}u'$. The left side is $\tfrac12\int r^{s+1}(u'^2)'dr=-\tfrac12(s+1)A$; the right side is $-\tfrac12L(s-1)M_{s-2}+sM_{s-1}-\tfrac12(s+1)M_s/n^2$. Multiplying by $-2$,

$$(s+1)A=L(s-1)M_{s-2}-2sM_{s-1}+\frac{(s+1)M_s}{n^2}.\tag{18}$$

Subtract $(s+1)$ times (17) from (18). The coefficient of $M_s/n^2$ is $2(s+1)$, that of $M_{s-1}$ is $-2s-2(s+1)$, and that of $M_{s-2}$ is $L(s-1)+L(s+1)-\tfrac12s(s^2-1)=2sL-\tfrac12s(s^2-1)$. Dividing by two and using $4L+1=4\lambda^2$ gives the Kramers recurrence

$$\frac{s+1}{n^2}M_s-(2s+1)M_{s-1}+s\left(\lambda^2-\frac{s^2}{4}\right)M_{s-2}=0,\qquad s>-2l-1.\tag{19}$$

At $s=0$ it gives $M_{-1}=1/n^2$ but the coefficient of $M_{-2}$ vanishes, so the negative powers need a separate seed. The radial problem has the levels $E=-1/[2(n_r+l+1)^2]$ for any real $l\ge0$, since the termination of the Laguerre series does not require integer $l$. The Hellmann–Feynman theorem with $l$ as parameter at fixed $n_r$ equates $\partial E/\partial l=1/n^3$ with $\langle\partial_l\,L/(2r^2)\rangle=\lambda M_{-2}$. This, and (19) at $s=-1$, which reads $M_{-2}-(\lambda^2-\tfrac14)M_{-3}=0$, give

$$M_{-2}=\frac1{n^3\lambda},\qquad M_{-3}=\frac1{n^3\lambda L}.\tag{20}$$

At $s=-2$, $-M_{-2}/n^2+3M_{-3}-2(\lambda^2-1)M_{-4}=0$. With $M_{-2}=LM_{-3}$,

$$\langle r^{-4}\rangle=M_{-3}\,\frac{3n^2-L}{2n^2(\lambda^2-1)}=\frac{3n^2-l(l+1)}{2n^5\,(l-\frac12)\,l\,(l+\frac12)(l+1)(l+\frac32)}.\tag{21}$$

At $s=-3$, $-2M_{-3}/n^2+5M_{-4}-3(\lambda^2-\tfrac94)M_{-5}=0$. Over the denominator $2n^2(\lambda^2-1)$ the first two terms have the numerator $M_{-3}[15n^2-5L-4(\lambda^2-1)]$, and $\lambda^2-1=L-\tfrac34$ turns the bracket into $3(5n^2-3L+1)$. Hence

$$M_{-5}=M_{-3}\,\frac{5n^2-3L+1}{2n^2(\lambda^2-1)(\lambda^2-\frac94)}.\tag{22}$$

At $s=-4$, $-3M_{-4}/n^2+7M_{-5}-4(\lambda^2-4)M_{-6}=0$. Over the denominator $2n^4(\lambda^2-1)(\lambda^2-\tfrac94)$, with $\lambda^2-\tfrac94=L-2$, the numerator is $M_{-3}$ times

$$7n^2(5n^2-3L+1)-3(3n^2-L)(L-2)=35n^4-(21L+9L)n^2+(7+18)n^2+3L(L-2),$$

and therefore

$$\langle r^{-6}\rangle=\frac{35n^4-5n^2(6L-5)+3L(L-2)}{8n^7\,\lambda\,(\lambda^2-\frac14)(\lambda^2-1)(\lambda^2-\frac94)(\lambda^2-4)}.\tag{23}$$

The denominator contains the nine factors $(l-\tfrac32)(l-1)\cdots(l+\tfrac52)$ in steps of one half, and $L(L-2)=(l-1)l(l+1)(l+2)$. Equation (21) holds for $l\ge1$ and (23) for $l\ge2$; below these values the integrals diverge at the origin and a factor in the denominator vanishes. The numerical check tests (19), the first of (20), (21) and (23) as exact equalities of rational numbers against direct integration of the Laguerre functions for the states with $2\le n\le9$ and $l\ge1$ ($l\ge2$ for (23)), with $s$ in (19) running from $\max(-6,-2l)$ to 2. It also tests (9) and (12) against explicit sums over a B-spline discretisation of the spectrum of $h$, for four states with $l$ from 5 to 9, to relative tolerances between $10^{-8}$ and $10^{-5}$.

For a core of net charge $\zeta$ the multipole terms of (4) are unchanged, $M_{-s}$ is multiplied by $\zeta^s$, and $\delta'=-n^3\Delta E/\zeta^2$, so $\delta_4$ is multiplied by $\zeta^2$ and $\delta_6$ by $\zeta^4$.

### Dependence on $n$ and the large-$l$ forms

Inserting (21) in (15),

$$\delta_4=\delta_0\left(1-\frac{L}{3n^2}\right),\qquad\delta_0=\frac{3\alpha}{4\lambda(\lambda^2-\frac14)(\lambda^2-1)}.\tag{24}$$

At first order in $\alpha$ this is exactly of the Ritz form $\delta_0+\delta_2/n^2$ with $\delta_2/\delta_0=-L/3$. The defect tends to a constant along a series of fixed $l$, as quantum defect theory requires of an interaction that falls off faster than the centrifugal term. For $n=l+1$ the bracket is $(2l+3)/(3l+3)$, which tends to $2/3$ and turns $3/4$ into the $1/2$ of (3).

The product in $\delta_0$ is $\lambda^5[1-5/(4\lambda^2)+1/(4\lambda^4)]$, and $\lambda^{-5}=l^{-5}[1-5/(2l)+\dots]$. Thus

$$\delta_0=\frac{3\alpha}{4\lambda^5}\left(1+\frac{5}{4\lambda^2}+\dots\right)=\frac{3\alpha}{4l^5}\left(1-\frac{5}{2l}+\dots\right).\tag{25}$$

The form $3\alpha/(4l^5)$ is the leading term when both $l\gg1$ and $n\gg l$. It overestimates $\delta_0$ by a fraction of about $5/(2l)$ of itself, whereas $3\alpha/(4\lambda^5)$ underestimates it by about $5/(4\lambda^2)$, because the five factors of (21) are placed symmetrically about $\lambda$. Both correction coefficients are tested at $l=400$, $n=10^8$.

For $n\to\infty$ at fixed $l$ the first term of (19) drops out. With $s=-k$ the recurrence becomes $M_{-k-2}=(2k-1)M_{-k-1}/[k(\lambda^2-k^2/4)]$, and from (20)

$$n^3M_{-k-2}\to\frac1\lambda\prod_{j=1}^k\frac{2j-1}{j\,(\lambda^2-j^2/4)}\;\xrightarrow{\,l\gg1\,}\;\frac{(2k-1)!!}{k!}\,\lambda^{-2k-1}.\tag{26}$$

The coefficients for $r^{-4}$, $r^{-6}$, $r^{-7}$ and $r^{-8}$ ($k=2,4,5,6$) are $3/2$, $35/8$, $63/8$ and $231/16$. Hence

$$\delta_6\to\frac{35(\alpha_q-6\beta)}{16\lambda^9}\left(1+\frac{15}{2\lambda^2}+\dots\right),\tag{27}$$

where $15/2=\tfrac14+1+\tfrac94+4$. Relative to $\delta_0$, $\delta_6$ is smaller by $\tfrac{35}{12}|\alpha_q-6\beta|/(\alpha\lambda^4)$.

These limits are classical. A Kepler orbit of energy $-1/(2n^2)$ and angular momentum $\lambda$ has period $T=2\pi n^3$, shape $r=\lambda^2/(1+e\cos\varphi)$ with $e^2=1-\lambda^2/n^2$, and $dt=r^2d\varphi/\lambda$. The time average is

$$n^3\langle r^{-s}\rangle_{\rm cl}=\lambda^{3-2s}\,\frac1{2\pi}\int_0^{2\pi}(1+e\cos\varphi)^{s-2}d\varphi.\tag{28}$$

For $s=4$ the integral is $1+e^2/2=\tfrac32[1-\lambda^2/(3n^2)]$, which reproduces (24) at large $l$, with $e=1$ giving $3/4$ and $e=0$ giving $1/2$. The program compares (28) with (21) and (23) at $n=600$, $l=300$, to $10^{-4}$ and $5\times10^{-4}$ relative. Since $n^3=T/2\pi$, equation (2) says $2\pi\delta'=-\oint V_{\rm pol}\,dt$, with $V_{\rm pol}$ the added potential: the defect is the extra phase, in units of $2\pi$, gathered in one revolution. For an eccentric orbit it is gathered near perihelion, $r\approx\lambda^2/2$, which does not move as $n$ grows.

### The remainder of the nonadiabatic expansion

The last term of (8) contributes $-R$ to the dipole energy, with

$$R=\sum_k|D_k|^2\sum_j\frac{\varepsilon_j^2s_j}{W_k^2(W_k+\varepsilon_j)}.\tag{29}$$

The lowest intermediate state has $l'=l-1$ and principal quantum number $l$, so $\varepsilon_j\ge\varepsilon_{\min}=1/(2n^2)-1/(2l^2)$, which is negative. If $W_{\min}+\varepsilon_{\min}>0$ every term of (29) is positive, and $1/(W_k+\varepsilon_j)\le W_k^{-1}/(1+\varepsilon_{\min}/W_k)\le W_k^{-1}/(1+\varepsilon_{\min}/W_{\min})$. Therefore

$$0<R\le\frac{\gamma G}{1+\varepsilon_{\min}/W_{\min}},\qquad G=\sum_j\varepsilon_j^2s_j,\tag{30}$$

and $R\to\gamma G$ when the $W_k$ are large. The truncation (14) thus underestimates the binding from the second-order dipole sum. If instead $W_{\min}+\varepsilon_{\min}$ approaches zero, a doubly excited state lies near the Rydberg level, the denominator in (5) is resonant, and a single-channel description fails.

By closure $G=\sum_i\|(h-E_n)F_i\psi\|^2$, and (10) with (13) gives $G=\int r^{-6}\,\nabla\psi^*\cdot(1-3\mathsf P)^2\cdot\nabla\psi\,d^3r$, where $\mathsf P$ is the projector on $\hat{\mathbf r}$. Since $\mathsf P^2=\mathsf P$, $(1-3\mathsf P)^2=1+3\mathsf P$. With $\psi=(u/r)Y_{lm}$, the angular part of $|\nabla\psi|^2$ integrates to $Lu^2/r^4$ and the radial derivative is $(u'-u/r)/r$, so

$$G=4\int\frac{(u'-u/r)^2}{r^6}\,dr+LM_{-8}.\tag{31}$$

The cross term is $-2\int r^{-7}uu'dr=-7M_{-8}$ by the rule above (17), and the square of $u/r$ gives $+M_{-8}$. Equation (17) at $s=-6$ gives $\int r^{-6}u'^2dr=(21-L)M_{-8}+2M_{-7}-M_{-6}/n^2$. The integral in (31) is then $(15-L)M_{-8}+2M_{-7}-M_{-6}/n^2$, and $G=(60-3L)M_{-8}+8M_{-7}-4M_{-6}/n^2$. The recurrence (19) at $s=-6$, with $\lambda^2-9=L-\tfrac{35}4$, reads $5M_{-6}/n^2=11M_{-7}-(6L-\tfrac{105}2)M_{-8}$. Substituting, the coefficient of $M_{-8}$ is $60-3L+\tfrac{24}5L-42$ and that of $M_{-7}$ is $8-\tfrac{44}5$:

$$G=18\left(1+\frac L{10}\right)\langle r^{-8}\rangle-\frac45\langle r^{-7}\rangle,\qquad l\ge3.\tag{32}$$

This is tested against the explicit sum $\sum_j\varepsilon_j^2s_j$ to $10^{-4}$ relative. For $n\gg l\gg1$, (26) gives

$$n^3G\to\left(\frac95\cdot\frac{231}{16}-\frac45\cdot\frac{63}8\right)\lambda^{-11}=\frac{315}{16\,\lambda^{11}}.\tag{33}$$

Classically $\nabla\psi$ becomes the velocity and $G=\langle|\dot{\mathbf F}|^2\rangle=\langle r^{-6}(v^2+3v_r^2)\rangle$; the Kepler average of this agrees with (32) to $2\times10^{-3}$ relative at $n=600$, $l=300$. The term $-\gamma G$ is the response of a core whose dynamic polarisability $\alpha(\omega)=\sum_k2W_k|D_k|^2/(W_k^2-\omega^2)=\alpha+2\gamma\omega^2+\dots$ rises with frequency: inserting this in $-\tfrac12\alpha(\omega)|\mathbf F_\omega|^2$ gives $-\gamma|\dot{\mathbf F}|^2$. The $\beta$ term has no counterpart in that expansion, which is even in $\omega$.

The ratio of the $\gamma$ term to the $\beta$ term measures the convergence. From (33) and (26),

$$\frac{\gamma G}{3\beta\langle r^{-6}\rangle}\to\frac{315/16}{105/8}\,\frac{\gamma}{\beta\lambda^2}=\frac{3\gamma}{2\beta\lambda^2}\qquad(n\gg l\gg1).\tag{34}$$

For a core dominated by one excitation, $\gamma/\beta=1/W$, and the $r^{-6}$ term is meaningful only when $W\lambda^2\gg3/2$. Continuing (8) to higher order does not give a convergent series. Each application of $h-E_n$ to $F_i\psi\propto r^{l-2}$ lowers the leading power by two, so the moment $\sum_j\varepsilon_j^ps_j$ contains $\langle r^{-4-2p}\rangle$ and diverges for $p\ge l$. At fixed $l$ only a finite number of terms exist, while the unexpanded sum (5) is finite.

The core-polarisation defect has been derived through $r^{-6}$ with exact hydrogenic moments, and the remainder of the second-order dipole sum has been bounded for $W_{\min}+\varepsilon_{\min}>0$. What remains is to test the result on an exactly solvable core, estimate the other omitted terms and work out numbers for magnesium $3s\,10l$.
